# Density, Current and Relativistic Ground States in Electrostatic Fields

The electrons of a heavy atom or molecule are held by an electrostatic field, and their relativistic ground state may carry a current. The problem asks how much of that ground state is determined by its density, and whether the current must be added as a second basic variable.

**Setting.** The theory is that of electrons, positrons and the quantised radiation field, regularised by a fixed finite cutoff. The charge of the electron is $-e$ with $e>0$, and $m$ is its mass. The net number $N$ (electrons minus positrons) is conserved and held fixed. The internal Hamiltonian $H_0$ contains the Dirac kinetic and mass terms, the radiation field and all interactions. It is assumed that $H_0$ does not depend on the external field, that it is invariant under time reversal, and that every Hamiltonian considered is bounded below and has a ground state. Removing the cutoff is a separate problem, not treated here.

## (a) How do external fields enter?

*Find the coupling to an external scalar potential $\phi$ and vector potential $\mathbf A$.*

**Solution.** For charge $-e$, minimal coupling replaces $\mathbf p$ by $\mathbf p+e\mathbf A$ and adds the energy $-e\phi$. The one-particle Dirac Hamiltonian becomes

$$c\,\boldsymbol\alpha\cdot(\mathbf p+e\mathbf A)+\beta mc^2-e\phi .$$

It is linear in both potentials. With the field operator $\psi$, define

$$\hat n=\psi^\dagger\psi-\text{const},\qquad \hat{\mathbf j}=\psi^\dagger c\boldsymbol\alpha\,\psi ,$$

where the constant is a subtraction independent of the external field, chosen so that $\int\hat n\,d^3r=N$. With $v=-e\phi$, and up to an additive constant in the energy,

$$H[v,\mathbf A]=H_0+\int v\,\hat n\,d^3r+e\int\hat{\mathbf j}\cdot\mathbf A\,d^3r. \tag{1}$$

For a purely electrostatic field $\mathbf A=0$, and $H[v]=H_0+\int v\hat n\,d^3r$. The current operator may still act inside $H_0$, through the magnetic interaction between electrons, but no external field multiplies it.

## (b) Two potentials with one density

*Let $\Psi_1,\Psi_2$ be ground states for $v_1,v_2$, with energies $E_1,E_2$ and the same density $n$. How are they related? Do not assume nondegeneracy.*

**Solution.** Use $\Psi_2$ as a trial state for $H[v_1]=H[v_2]+\int(v_1-v_2)\hat n\,d^3r$, and then exchange the roles:

$$E_1\le\langle\Psi_2|H[v_1]|\Psi_2\rangle=E_2+\int(v_1-v_2)n\,d^3r, \tag{2}$$
$$E_2\le\langle\Psi_1|H[v_2]|\Psi_1\rangle=E_1-\int(v_1-v_2)n\,d^3r. \tag{3}$$

The integrals cancel in the sum, leaving $E_1+E_2\le E_1+E_2$. If either relation were strict, the sum would be strict, which is impossible. Both are therefore equalities.

An equality in the variational principle identifies a ground state. Since $H[v_1]-E_1$ is non-negative, it has a square root, and

$$0=\langle\Psi_2|H[v_1]-E_1|\Psi_2\rangle=\big\|(H[v_1]-E_1)^{1/2}\Psi_2\big\|^2$$

gives $(H[v_1]-E_1)\Psi_2=0$. So $\Psi_2$ is a ground state for $v_1$, and likewise $\Psi_1$ for $v_2$.

Let $\mathcal M[n]$ be the set of ground states with density $n$. It is the same for every potential that has $n$ as a ground-state density. The currents of $\Psi_1$ and $\Psi_2$ never appeared, so their values do not matter. Nor was it necessary to show that $v_1$ and $v_2$ differ by a constant.

The proof needs one Hamiltonian $H_0$ and one state space for all $v$. Suppose instead that positrons are removed by projecting onto positive-energy orbitals computed in the potential $v$ itself. Then $\Psi_2$ need not lie in the space allowed for $v_1$, and (2) is not available. A projector that does not depend on $v$ causes no such difficulty.

## (c) The energy functional

*Construct a functional of the density alone and its minimum principle. What follows when the two densities differ?*

**Solution.** For a ground-state density $n$, take any $\Psi\in\mathcal M[n]$ and a potential $v$ belonging to it:

$$F[n]=\langle\Psi|H_0|\Psi\rangle=E[v]-\int vn\,d^3r. \tag{4}$$

The value does not depend on the choice. For a given $v$ the right side is the same for all $\Psi\in\mathcal M[n]$. For two potentials, equality in (2) reads $E_1-\int v_1n\,d^3r=E_2-\int v_2n\,d^3r$.

Let $n'$ be another ground-state density, with state $\Psi'$. Then

$$F[n']+\int vn'\,d^3r=\langle\Psi'|H[v]|\Psi'\rangle\ge E[v],$$

with equality when $n'$ is a ground-state density of $v$. Hence

$$E[v]=\min_{n'}\Big\{F[n']+\int vn'\,d^3r\Big\}. \tag{5}$$

The functional can also be found without mentioning a potential. Any state $\Phi$ with density $n$ obeys

$$\langle\Phi|H_0|\Phi\rangle=\langle\Phi|H[v]|\Phi\rangle-\int vn\,d^3r\ge E[v]-\int vn\,d^3r=F[n].$$

So $F[n]$ is the minimum of $\langle H_0\rangle$ over all states with density $n$, whatever their currents. Taken as an infimum, this search also defines $F$ for densities that are not ground-state densities but can be obtained from some state. The same inequality holds for mixed states, with expectation values replaced by traces.

If the densities differ, define the excess energies

$$\Delta_{21}=\langle\Psi_2|H[v_1]|\Psi_2\rangle-E_1,\qquad \Delta_{12}=\langle\Psi_1|H[v_2]|\Psi_1\rangle-E_2 .$$

Inserting $H[v_1]-H[v_2]$ as before, now with $n_2$ in the first and $n_1$ in the second, gives

$$\Delta_{21}+\Delta_{12}=-\int(v_1-v_2)(n_1-n_2)\,d^3r\ge0. \tag{6}$$

The sum vanishes only if each state is a ground state in both potentials. This can happen with $n_1\ne n_2$ inside one degenerate level; otherwise the inequality is strict.

## (d) When can the ground state carry a current?

*Use time reversal to decide whether the density fixes the current.*

**Solution.** Time reversal $\Theta$ is antiunitary: it conjugates numbers, and $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. In the standard representation $\boldsymbol\alpha=\tau_x\otimes\boldsymbol\sigma$ and $\beta=\tau_z\otimes1$, it acts as

$$\Theta\psi\Theta^{-1}=U\psi,\qquad U=1\otimes i\sigma_y .$$

A bilinear with matrix $M$ therefore becomes $\psi^\dagger U^\dagger M^*U\psi$. For $M=1$ nothing changes. For $M=\boldsymbol\alpha$, the identity $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$ gives $U^\dagger\boldsymbol\alpha^*U=-\boldsymbol\alpha$. Thus

$$\Theta\hat n\Theta^{-1}=\hat n,\qquad \Theta\hat{\mathbf j}\Theta^{-1}=-\hat{\mathbf j}. \tag{7}$$

Since $H_0$ and $\hat n$ are even and $v$ is real, $H[v]$ commutes with $\Theta$. If $\Psi$ is a ground state, so is $\Theta\Psi$, with the same density and the opposite current.

If the ground state is nondegenerate, $\Theta\Psi$ equals $\Psi$ up to a phase. Then $\mathbf j=-\mathbf j$, so $\mathbf j=0$. A nonzero ground-state current in a purely electrostatic field therefore requires degeneracy, and two ground states with opposite currents then share one density.

This limits the claim that the density fixes the ground state. It fixes the set $\mathcal M[n]$ and the functional $F[n]$. It fixes a single state, up to a phase, when $\mathcal M[n]$ contains just one. When a member of $\mathcal M[n]$ has a current, the density cannot say which member is present.

## (e) One Kramers doublet

*Let $N$ be odd and the ground level twofold degenerate. What does the density fix?*

**Solution.** Applying $\Theta$ twice gives $\Theta^2\psi\Theta^{-2}=U^*U\psi=-\psi$. Each fermion operator changes sign, so $\Theta^2=(-1)^N$, with the phase fixed by $\Theta^2=1$ on the neutral vacuum. For odd $N$, $\Theta^2=-1$. Let $O$ be Hermitian and even under $\Theta$. Then

$$\langle\Psi|O\Theta\Psi\rangle=\langle\Theta O\Theta\Psi|\Theta\Psi\rangle=\langle O\Theta^2\Psi|\Theta\Psi\rangle=-\langle\Psi|O\Theta\Psi\rangle=0. \tag{8}$$

The steps use antiunitarity, $\Theta O=O\Theta$, and $\Theta^2=-1$ with $O$ Hermitian. For $O=1$ this shows that $\Psi$ and $\Theta\Psi$ are orthogonal, so they span the doublet. For $O=\hat n(\mathbf r)$ the off-diagonal elements vanish, and the diagonal ones are equal by (d). Hence every normalised state $a\Psi+b\,\Theta\Psi$ has the same density, and $\mathcal M[n]$ is the whole doublet.

Each component of $\hat{\mathbf j}(\mathbf r)$ has opposite diagonal elements, so its trace in the doublet is zero. The equal mixture of the two partners has density $n$ and no current. In a larger degenerate level the densities may differ from state to state, and $\mathcal M[n]$ may be just a part of the level.

## (f) What changes with an external vector potential?

*Repeat (b) for $(v_1,\mathbf A_1)$ and $(v_2,\mathbf A_2)$.*

**Solution.** By (1), the right side of (2) gains $e\int\mathbf j_2\cdot(\mathbf A_1-\mathbf A_2)d^3r$, and that of (3) gains $-e\int\mathbf j_1\cdot(\mathbf A_1-\mathbf A_2)d^3r$. The sum is now

$$0\le e\int(\mathbf j_2-\mathbf j_1)\cdot(\mathbf A_1-\mathbf A_2)\,d^3r. \tag{9}$$

This no longer forces equality, so equal densities may belong to different ground states.

If $\mathbf A_1=\mathbf A_2=\mathbf A$, the extra terms vanish. Parts (b) and (c) then hold with $H_0+e\int\hat{\mathbf j}\cdot\mathbf A\,d^3r$ in place of $H_0$, since they made no use of time reversal. The result is a density functional $F_{\mathbf A}[n]$ that depends on the given $\mathbf A$. The ground state may now be nondegenerate and carry a current, and in that case the density does determine the current, for the given $\mathbf A$.

## (g) A lattice with a filled Dirac sea

*Check these statements in a model small enough to diagonalise.*

**Solution.** Place three sites at the corners of an equilateral triangle, each with four spinor components. Energies are in units of $mc^2$ and currents in units of $c$. The one-particle matrix has $\beta$ on each site and $-it\,\boldsymbol\alpha\cdot\mathbf e_{rs}-w\beta$ between sites, where $\mathbf e_{rs}$ points from $r$ to $s$, $t=0.5$ and $w=0.3$. The interaction is

$$\tfrac12u\sum_rn_r^2+u'\sum_{r<s}n_rn_s-g\sum_{r<s}\mathbf j_r\cdot\mathbf j_s,$$

with $u=0.3$, $u'=0.15$ and $g=0.05$. Here $\mathbf j_r$ is the in-plane part of $\psi_r^\dagger\boldsymbol\alpha\psi_r$, the on-site counterpart of $\hat{\mathbf j}$. It is not the bond current that carries charge from site to site, so its values may differ between sites even in a stationary state. Six of the twelve modes are filled in the neutral system. Net number $N=1$ means seven filled modes, hence $\binom{12}{7}=792$ basis states. The radiation field is represented by the current–current term alone.

*One density, two currents.* For $v_1=(0.1833,-0.1167,-0.0667)$ the two lowest energies coincide at $-6.5298$, and the next level is $0.557$ higher. As partners take the two orthogonal states of the doublet between which the summed tangential current has no off-diagonal element; other combinations carry other currents. Both partners have density $(0.1753,0.4400,0.3847)$, which sums to 1. Their tangential currents are $\pm(0.2193,0.2271,0.2291)$.

*Back from the density.* A search that is given this density, and starts from zero potential, recovers $v_1$ up to a constant and the same doublet. The functional follows from (4):

$$\sum_rv_rn_r=0.03213-0.05134-0.02565=-0.0449,$$
$$F=-6.5298+0.0449=-6.4849,$$

which agrees with $\langle H_0\rangle$ computed from the current-carrying state.

*Different densities.* For $v_2=(-0.15,0.20,-0.05)$ the density is $(0.4749,0.1618,0.3634)$. The excess energies are $\Delta_{21}=0.0948$ and $\Delta_{12}=0.0935$. Their sum, $0.1883$, is minus the sum of $(v_1-v_2)(n_1-n_2)$, as (6) requires.

*Closed shell.* For $N=2$ in the potential $v_1$ the ground state is separated by a gap of $0.536$, and all its in-plane currents vanish to within $10^{-9}$, in accordance with (d).

*Fixed vector potential.* Add $b\sum_rj_r$, with $j_r$ the tangential current and $b=0.1$. This on-site term has the linear form of (1) and so tests the argument of (f), but it is not gauge invariant; a real magnetic flux through the triangle would enter through phases of the hopping terms. To first order the doublet splits by $2b\sum_rj_r=0.2\times0.6755=0.135$, and the computed gap is $0.135$. The nondegenerate ground state has summed current $-0.943$, and it too is recovered from its density once $b$ is given. This current is larger in magnitude than the $0.676$ of the unperturbed partner. The direction of the change follows from concavity: the ground energy is a minimum of functions linear in $b$, so its slope, which is the summed current, cannot increase with $b$. The growth comes from the polarisation of the filled sea. The neutral system ($N=0$) in the same $v_1$ and $b$ already has summed current $-0.31$, and the difference between $N=1$ and $N=0$, about $-0.64$, is smaller in magnitude than $0.676$. The increase is thus a feature of the cut-off sea with this on-site term and says nothing about the magnetic response of a real bound electron.

*Different vector potentials.* With $v=0$ the triangle has threefold symmetry. A nondegenerate ground state is then unchanged by rotation up to a phase, so $n_r=1/3$. This holds at both $b=0.1$ and $b=0.4$, yet $\langle H_0\rangle$ is $-6.493$ in one case and $-6.304$ in the other, and the overlap of the states is $0.978$. No single function of the density can give both values of $\langle H_0\rangle$.

## (h) How large is the current in a heavy ion?

*Find the density, current and magnetic moment of the Dirac $1s$ state for nuclear charge $Z$, and evaluate them for hydrogen-like mercury.*

**Solution.** Take a point nucleus of infinite mass and leave out vacuum polarisation and other radiative corrections. This one-electron problem illustrates (e) but is not the field theory of the proof. Let $\lambda=\hbar/(mc)$, $\rho=r/\lambda$, $\zeta=Z\alpha$ with $\alpha$ the fine-structure constant, and $\gamma=\sqrt{1-\zeta^2}$. Try

$$\psi=\mathcal N g\begin{pmatrix}\chi\\ iq\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},\qquad g=\rho^{\gamma-1}e^{-\zeta\rho},$$

where $\chi$ is a normalised constant spinor. Let $\varepsilon$ be the energy in units of $mc^2$. Using $\boldsymbol\sigma\cdot\nabla(\boldsymbol\sigma\cdot\hat{\mathbf r}\,g)=g'+2g/\rho$, the upper and lower Dirac equations become

$$q\Big(\frac{g'}g+\frac2\rho\Big)+1-\frac\zeta\rho=\varepsilon,\qquad -\frac{g'}g-q\Big(1+\frac\zeta\rho\Big)=\varepsilon q .$$

Insert $g'/g=(\gamma-1)/\rho-\zeta$. The $1/\rho$ terms require $q(1+\gamma)=\zeta$ and $q\zeta=1-\gamma$, which agree because $1-\gamma^2=\zeta^2$. The constant terms give $\varepsilon=1-q\zeta=\gamma$ and $\zeta=q(1+\varepsilon)$, also consistent.

Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, the density is $n=\mathcal N^2g^2(1+q^2)$. It is spherical and independent of the spin direction $\hat{\mathbf s}=\chi^\dagger\boldsymbol\sigma\chi$. The current contains a commutator:

$$j_i=c\,\mathcal N^2g^2\,iq\,\chi^\dagger[\sigma_i,\boldsymbol\sigma\cdot\hat{\mathbf r}]\chi=2qc\,\mathcal N^2g^2(\hat{\mathbf s}\times\hat{\mathbf r})_i .$$

With $q=(1-\gamma)/\zeta$ one has $1+q^2=2(1-\gamma)/\zeta^2$, so $2q/(1+q^2)=\zeta$ and

$$\mathbf j=Z\alpha c\,n\,\hat{\mathbf s}\times\hat{\mathbf r}. \tag{10}$$

The magnetic moment is $\boldsymbol\mu=-\frac e2\int\mathbf r\times\mathbf j\,d^3r$. Here $\hat{\mathbf r}\times(\hat{\mathbf s}\times\hat{\mathbf r})=\hat{\mathbf s}-\hat{\mathbf r}(\hat{\mathbf r}\cdot\hat{\mathbf s})$ averages to $\frac23\hat{\mathbf s}$ over angles. The radial weight $\rho^{2\gamma}e^{-2\zeta\rho}$ gives $\langle r\rangle=\lambda(2\gamma+1)/(2\zeta)$. With $\mu_B=e\hbar/(2m)=ec\lambda/2$,

$$\boldsymbol\mu=-\frac e3Z\alpha c\langle r\rangle\hat{\mathbf s}=-\frac{1+2\gamma}3\,\mu_B\,\hat{\mathbf s}. \tag{11}$$

As $Z\alpha\to0$, the ratio $|\mathbf j|/n$ falls as $Z$ while $\langle r\rangle$ grows as $1/Z$, so the moment tends to one Bohr magneton in magnitude.

The values below are those of this model, with digits kept for comparison with the program and not as predictions for a real ion. Replacing the point nucleus by a uniformly charged sphere of rms radius $5.46$ fm lowers the binding energy by about $0.055$ keV, changes the density quoted below to $4.849\times10^{34}\ \mathrm{m^{-3}}$, the current to $8.483\times10^{42}\ \mathrm{m^{-2}\,s^{-1}}$, their ratio there from $0.5838c$ to $0.5835c$, and the moment to $-0.8748$ Bohr magnetons. Radiative corrections to the moment are of order $\alpha/2\pi\approx10^{-3}$ Bohr magnetons. For $Z=80$, $\zeta=0.5838$ and $\gamma=0.8119$. The binding energy $(1-\gamma)mc^2$ is $1.540\times10^{-14}$ J, or $96.1$ keV. On the equator, $10^{-12}$ m from the nucleus, both spin directions give $n=4.846\times10^{34}\ \mathrm{m^{-3}}$, while the azimuthal current is $\pm8.482\times10^{42}\ \mathrm{m^{-2}\,s^{-1}}$. The ratio is $1.750\times10^8$ m/s, or $0.584c$. The moment for spin up is $-(1+1.6238)/3=-0.8746$ Bohr magnetons, or $-8.111\times10^{-24}$ J/T. Reversing the spin reverses this large current and leaves the density unchanged. The numerical output lists the main values of this part and of part (g).

## Table of computed values

```
LATTICE MODEL: energies in m c^2, currents in c, densities per site
mass energy 1, hopping 0.5, Wilson hopping 0.3
repulsion same site 0.3, other site 0.15; current 0.05
many-electron basis size, net charge number 1: 792
potential v1: +0.183333  -0.116667  -0.066667
three lowest energies for v1: -6.529758  -6.529758  -5.972460
density, partner +: +0.175272  +0.440027  +0.384701
density, partner -: +0.175272  +0.440027  +0.384701
tangential current, partner +: +0.219303  +0.227091  +0.229140
tangential current, partner -: -0.219303  -0.227091  -0.229140
potential recovered from density, mean removed: +0.183333  -0.116667  -0.066667
smallest overlap of original and recovered doublets: 1.000000000
F from the state: -6.48490805
F from the density alone: -6.48490805
potential v2: -0.150000  +0.200000  -0.050000
density for v2: +0.474852  +0.161779  +0.363369
ground energy for v2: -6.535962
excess energy of state 2 in potential 1: 0.094794
excess energy of state 1 in potential 2: 0.093533
sum of (v1-v2)(n1-n2): -0.188328
closed shell, net charge number 2: gap 0.536180
closed shell: largest current component below 1e-9: True
fixed vector potential b = 0.1: gap 0.134850
fixed b: summed tangential current -0.942738
fixed b: overlap of original and recovered states 1.000000000
v = 0, b = 0.1: density +0.333333  +0.333333  +0.333333; <H0> = -6.493413
v = 0, b = 0.4: density +0.333333  +0.333333  +0.333333; <H0> = -6.303929
overlap of these two states: 0.978077
HYDROGEN-LIKE MERCURY ION, point nucleus, one-electron Dirac theory
Z = 80, Z alpha = 0.583788, gamma = 0.811906
binding energy: 1.53995e-14 J = 96.116 keV
radius shown, on the equator: 1.0e-12 m
density, spin up:   4.84639e+34 m^-3
density, spin down: 4.84639e+34 m^-3
azimuthal number current, up:   +8.48193e+42 m^-2 s^-1
azimuthal number current, down: -8.48193e+42 m^-2 s^-1
current/density on equator, spin up: 0.583788 c
magnetic moment, spin up: -8.11109e-24 J/T = -0.874604 Bohr magnetons
```
